# Mean Chord 4V/S for Uniform Cosine Entry into a Cavity

## 1. A sphere and a wide slab

Molecules fly in straight lines inside a sphere of radius $R$. Each flight starts on the wall, at polar angle $\theta$ from the inward normal, and ends where it next meets the wall. The start, the end and the centre form an isosceles triangle with two sides $R$ and base angle $\theta$, so the flight length is

$$\ell=2R\cos\theta .$$

Let the directions follow the cosine law: the probability of the solid angle $d\Omega$ is $\cos\theta\,d\Omega/\pi$. Since $d\Omega=\sin\theta\,d\theta\,d\varphi$, integration over the azimuth $\varphi$ gives the density $2\sin\theta\cos\theta$ on $0\le\theta\le\pi/2$. Therefore

$$\langle\ell\rangle=\int_0^{\pi/2}2R\cos\theta\;2\sin\theta\cos\theta\,d\theta
=4R\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=\frac{4R}{3}.$$

The volume is $V=4\pi R^3/3$ and the surface is $S=4\pi R^2$, so $4V/S=4R/3$ as well.

A slab of thickness $t$ and very large face area $F$ looks quite different, with $\ell=t/\cos\theta$. The cosine law gives

$$\langle\ell\rangle=\int_0^{\pi/2}\frac{t}{\cos\theta}\,2\sin\theta\cos\theta\,d\theta=2t .$$

With the narrow edges neglected, $V=Ft$ and $S=2F$, so again $4V/S=2t$.

The cosine weight matters. If directions are uniform in solid angle, the density is $\sin\theta$: the sphere then gives $R$, which is 25% below $4R/3$, while the infinite slab gives a logarithmically divergent mean.

## 2. Statement and conditions

Let a bounded cavity have volume $V$ and a piecewise smooth boundary of total area $S$. Openings count as boundary: a flight ends when it crosses one. Suppose that

1. starting points are uniform per unit area over the whole boundary;
2. directions follow $\cos\theta\,d\Omega/\pi$ about the local inward normal;
3. flights are straight and end at the next boundary point.

Then

$$\boxed{\langle\ell\rangle=\frac{4V}{S}} .$$

Cosine-distributed directions alone are not enough. Entry through one opening violates condition 1, and its first flight generally has another mean (Section 6).

An isotropic gas outside a convex cavity with a transparent boundary supplies the required entry. With number density $n$ and speed $v$, the number crossing $dA$ per unit time into $d\Omega$ is

$$n v\cos\theta\,dA\,\frac{d\Omega}{4\pi},$$

because molecules arriving during $dt$ fill an oblique cylinder of volume $v\,dt\cos\theta\,dA$. Since the boundary is transparent, no part of it shadows another, whatever the shape. Convexity makes each flight the full chord of its line, since a line meets a convex body in a single segment.

## 3. Derivation

Fix a direction, given by the unit vector $\boldsymbol\Omega$. Flights in this direction start from boundary points $\mathbf r$ whose inward normal $\mathbf n$ satisfies $\mathbf n\cdot\boldsymbol\Omega=\cos\theta>0$. Label points along a flight by

$$\mathbf x=\mathbf r+s\boldsymbol\Omega,\qquad 0<s<\ell(\mathbf r,\boldsymbol\Omega).$$

If $a,b$ are coordinates on the surface, the Jacobian of this map gives

$$d^3x=\left|\left(\frac{\partial\mathbf r}{\partial a}\times\frac{\partial\mathbf r}{\partial b}\right)\cdot\boldsymbol\Omega\right|da\,db\,ds
=\cos\theta\,dA\,ds .$$

The cross product has magnitude $dA/(da\,db)$ and lies along the normal; its projection on $\boldsymbol\Omega$ supplies the cosine.

Each interior point is reached once. From $\mathbf x$, travel backward along $-\boldsymbol\Omega$ until the boundary is first met. That point is the start of the one flight in direction $\boldsymbol\Omega$ which passes through $\mathbf x$. Tangential starts and edges fill no volume. Integrating over $s$ first therefore gives

$$\int_{\mathbf n\cdot\boldsymbol\Omega>0}\cos\theta\;\ell(\mathbf r,\boldsymbol\Omega)\,dA=V .$$

This holds for every direction separately. For a random polytope with $V=8.819$ in model units, a sampled estimate of the left side for one oblique direction was $8.878\pm0.036$, where the uncertainty is one standard error. The difference is 1.6 standard errors.

Now integrate over all directions, whose total solid angle is $4\pi$, and exchange the order of integration:

$$\int dA\int_{\cos\theta>0}d\Omega\,\cos\theta\,\ell=4\pi V .$$

The same weight without $\ell$ is

$$\int dA\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=S\,(2\pi)\,\tfrac12=\pi S .$$

The mean is the quotient, $4\pi V/(\pi S)=4V/S$. Shape has entered through $V$ and $S$ alone.

## 4. What is shared between shapes, and what is not

Direct tracing of uniform cosine entry gave these means, in an arbitrary length unit:

| Body | $4V/S$ | traced mean | $\langle\ell^2\rangle/\langle\ell\rangle^2$ |
|---|---:|---:|---:|
| slab $1\times1\times0.1$ | 0.1667 | 0.1664 ± 0.0003 | 1.65 |
| tetrahedron | 0.3107 | 0.3110 ± 0.0005 | 1.53 |
| polytope | 1.3438 | 1.3428 ± 0.0018 | 1.34 |

For an ellipsoid with semi-axes 1, 1.5 and 2.5, quadrature gave 1.864790, equal to $4V/S$ at the printed precision. Its second-moment ratio is 1.18. The sphere has $\langle\ell^2\rangle=2R^2$ and hence a ratio of $9/8$. The mean is fixed by $V/S$, but the distribution of lengths is not. A calculation that needs $\langle\ell^2\rangle$, or the mean of $e^{-\ell/\lambda}$ with $\lambda$ comparable to $\ell$, still needs the shape.

For the same finite slab, directions uniform in solid angle gave $0.2175\pm0.0004$, about 30% above $4V/S$. The wrong angular law thus raises the mean in this slab and lowers it in the sphere.

## 5. Non-convex cavities

Section 3 did not use convexity: travelling backward to the first wall gives a unique start in any cavity. The result therefore survives for flights that end at the first wall, provided every part of the boundary emits uniformly.

A shell between concentric spheres of radii $1$ and $b<1$ shows how the parts combine. Put $w=\sin^2\theta$, so that the density $2\sin\theta\cos\theta\,d\theta$ becomes $dw$ on $0<w<1$.

A flight from the outer sphere has length $2\sqrt{1-w}$ if it misses the inner one, which happens for $w>b^2$. Otherwise its length is $\sqrt{1-w}-\sqrt{b^2-w}$. Subtracting the blocked part from the unobstructed chord gives

$$\begin{aligned}
m_{\rm out}&=\int_0^1 2\sqrt{1-w}\,dw-\int_0^{b^2}\left(\sqrt{1-w}+\sqrt{b^2-w}\right)dw\\
&=\frac43-\frac23\left[1-(1-b^2)^{3/2}\right]-\frac23b^3 .
\end{aligned}$$

A flight from the inner sphere has length $\sqrt{1-b^2w}-b\sqrt{1-w}$, so

$$m_{\rm in}=\frac{2}{3b^2}\left[1-(1-b^2)^{3/2}\right]-\frac{2b}{3}.$$

The areas are in the ratio $1:b^2$. In the weighted sum the square brackets cancel:

$$\frac{m_{\rm out}+b^2m_{\rm in}}{1+b^2}=\frac{4(1-b^3)}{3(1+b^2)}=\frac{4V}{S}.$$

For $b=0.5$, the separate means are 1.0163 and 0.6013, while the area average is 0.9333. Neither surface alone gives the universal value.

## 6. A hole open at one end

### Complete visits

Consider a cavity whose only opening is a mouth of area $A$. Here $S$ includes the mouth. Molecules enter uniformly over it with cosine-distributed directions. The walls do not absorb: they re-emit diffusely by the cosine law, at the gas temperature.

A uniform isotropic gas is stationary under these rules. With density $n$ and mean speed $\bar v$, the rate striking unit area from one side is

$$\frac{n\bar v}{4\pi}\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac{n\bar v}{4}.$$

Every wall element receives this flux and returns it with the same angular law. The mouth loses and gains it at equal rates.

The molecules inside cover a total path $nV\bar v$ per unit time. In the stationary state this equals the entry rate times the mean path per complete visit:

$$\langle\ell_{\rm visit}\rangle=\frac{nV\bar v}{n\bar vA/4}=\frac{4V}{A}.$$

Arrivals at the whole boundary, including the final exit through the mouth, occur at the rate $n\bar vS/4$. Their mean number per entrant is therefore $S/A$. Dividing path by arrivals gives

$$\frac{4V/A}{S/A}=\frac{4V}{S}.$$

This average pools all flights of all entrants. It is not the average of each entrant's own mean, which would give short visits too much weight.

The same balance gives $F/A$ hits per entrant on a floor of area $F$. For a straight hole this is one, at any depth: few entrants reach a deep floor, but those that do must return often enough to keep the mean at one.

In a cylinder of diameter 1 and depth 5, tracking gave:

- total path $19.78\pm0.11$, predicted 20;
- arrivals $21.75\pm0.12$, predicted 22;
- floor hits $0.981\pm0.009$, predicted 1;
- pooled mean flight $0.9091\pm0.0004$, predicted 0.9091.

The first three lie about two standard errors low. They come from the same entrants, so they are not three independent deviations.

Gas collisions that preserve the uniform equilibrium leave $nV\bar v$ and the entry rate unchanged, and hence also $4V/A$. With isotropic scattering and a free path of one diameter, tracking gave $19.80\pm0.14$, again consistent with 20.

### The first flight

Take a cylinder of radius $R$ and depth $L$. From a point in the mouth, let $c$ be the distance to the side wall measured in the mouth plane along the chosen azimuth. The molecule reaches the floor first if $\tan\theta<c/L$, after a path $L/\cos\theta$. Otherwise it reaches the side after $c/\sin\theta$. Define $\theta_0$ by $\tan\theta_0=c/L$, and let $h=\sqrt{L^2+c^2}$. Then $\cos\theta_0=L/h$, $\sin\theta_0=c/h$, and the average over $\theta$ is

$$\begin{aligned}
m(c)&=\int_0^{\theta_0}2L\sin\theta\,d\theta+\int_{\theta_0}^{\pi/2}2c\cos\theta\,d\theta\\
&=2L\left(1-\frac Lh\right)+2c\left(1-\frac ch\right)\\
&=2\left(L+c-\sqrt{L^2+c^2}\right),
\end{aligned}$$

where the last line uses $(L^2+c^2)/h=h$.

It remains to average over mouth points and azimuths. By symmetry one azimuth suffices. Parallel chords of the disk have offset $p=R\sin\alpha$ and length $2R\cos\alpha$; along each chord $c$ runs uniformly from zero to that length. Hence

$$\langle c\rangle=\frac{1}{\pi R^2}\int_{-\pi/2}^{\pi/2}\frac{(2R\cos\alpha)^2}{2}R\cos\alpha\,d\alpha
=\frac{2R}{\pi}\cdot\frac43=\frac{8R}{3\pi},$$

$$\langle c^2\rangle=\frac{1}{\pi R^2}\int_{-\pi/2}^{\pi/2}\frac{(2R\cos\alpha)^3}{3}R\cos\alpha\,d\alpha
=\frac{8R^2}{3\pi}\cdot\frac{3\pi}{8}=R^2 .$$

For a deep hole, $\sqrt{L^2+c^2}\simeq L+c^2/(2L)$, so

$$\langle\ell_1\rangle\simeq2\langle c\rangle-\frac{\langle c^2\rangle}{L}
=\frac{16R}{3\pi}-\frac{R^2}{L}\qquad(L\gg R).$$

The whole-boundary mean of the same cylinder is

$$\frac{4V}{S}=\frac{4\pi R^2L}{2\pi R^2+2\pi RL}=\frac{2RL}{R+L},$$

which tends to $2R$. The first flight from the mouth is thus shorter by the factor $8/(3\pi)\simeq0.849$ in the deep limit. In the shallow limit $L\ll R$, both means tend to $2L$, the slab result.

For diameter 1 and depth 5, the full average of $m(c)$ is 0.7991, and tracking gave $0.8015\pm0.0018$.

## 7. From length to time

At thermal equilibrium, speeds of molecules leaving a surface have density proportional to $v^3e^{-mv^2/2k_BT}$, where $m$ is the molecular mass, $T$ the temperature and $k_B$ Boltzmann's constant. One factor of $v$ comes from the flux. If speed is independent of starting point and direction, $\langle\ell/v\rangle=\langle\ell\rangle\langle1/v\rangle$. With $v_0=\sqrt{2k_BT/m}$ and $u=v/v_0$,

$$\left\langle\frac1v\right\rangle=\frac1{v_0}\frac{\int_0^\infty u^2e^{-u^2}du}{\int_0^\infty u^3e^{-u^2}du}
=\frac1{v_0}\frac{\sqrt\pi/4}{1/2}=\frac{\sqrt\pi}{2v_0}=\frac1{\bar v},$$

because the Maxwell mean speed is $\bar v=\sqrt{8k_BT/(\pi m)}=2v_0/\sqrt\pi$. The mean flight time is therefore $4V/(S\bar v)$.

## 8. Example: a precursor in a deep hole

Trimethylaluminium, dilute in nitrogen at 473 K and 1 Torr, enters a cylindrical hole 100 nm wide and 5000 nm deep. With $R=50$ nm,

$$V=\pi R^2L=3.927\times10^7\ {\rm nm^3},\qquad A=\pi R^2=7854\ {\rm nm^2},$$

$$S=2A+2\pi RL=1.5865\times10^6\ {\rm nm^2}.$$

For non-sticking walls,

$$\frac{4V}{S}=99.0\ {\rm nm},\qquad \frac{4V}{A}=4L=20\,000\ {\rm nm},\qquad \frac SA-1=201 .$$

The last number is the mean count of wall and floor hits per visit. The first flight averages 84.4 nm; the deep-hole expansion gives the same, $84.9-0.5$ nm. For the monomer, with molar mass 72.09 g/mol, $\bar v=373$ m/s, so a flight takes 0.266 ns on average and a complete visit 53.7 ns, excluding time spent on the surface.

**Gas collisions.** A precursor molecule of mass $m$ meets nitrogen of mass $m_g$ at the mean relative speed $\bar v\sqrt{1+m/m_g}$. For hard spheres with collision diameter $\sigma$ and gas density $p/(k_BT)$, dividing $\bar v$ by the collision rate gives

$$\lambda=\frac{k_BT}{p\,\pi\sigma^2\sqrt{1+m/m_g}} .$$

With $m/m_g=72.09/28.01$, the rough value $\sigma=0.5$ nm gives $\lambda=33$ µm. The expected number of collisions is 0.003 per flight but 0.61 per visit. Single flights are nearly ballistic. Most visits are short and also free of gas collisions; the mean per visit is carried by a minority of long visits, and those that reach deep into the hole can include ten or more collisions each.

**Comparison with real processing.** The dimensions and conditions are roughly those of atomic layer deposition in memory channel holes. Real holes taper or bow, and their surfaces react. Reaction breaks the uniform wall flux. With a constant sticking probability of 0.01, a rough choice, the tracked mean flight is $96.0\pm0.1$ nm, 3% below $4V/S$. Arrivals per entrant fall much further, from 202 to 20.4. First flights then make up $1/20.4=4.9\%$ of all flights and account for about $0.049\times(99.0-84.4)=0.7$ nm of the 3.0 nm deficit. The rest belongs to the later flights, whose starting points are no longer uniform over the walls. With unit sticking only first flights remain, and the mean is 84.4 nm. Real sticking also changes as the surface saturates.

**Size and film growth.** A molecule of rough diameter 0.6 nm keeps its centre 0.3 nm from the walls, which lowers the mean flight to 98.4 nm. A 10 nm film on the side wall lowers it to 79.4 nm. The depth is held fixed in that comparison, as when the floor and the top surface grow equally.

**Surface dwell.** Suppose a molecule stays on the wall for $\tau_0e^{E/k_BT}$, with binding energy $E$ and an assumed attempt time $\tau_0=10^{-13}$ s. Dwell equals the mean flight time at

$$E=k_BT\ln\frac{0.2656\times10^{-9}\ {\rm s}}{10^{-13}\ {\rm s}}=0.32\ {\rm eV}.$$

Stronger binding makes dwell the larger part of the visit time, while the path lengths are unchanged.

## 9. Implementation

Choose boundary elements in proportion to area, then a uniform point within the element. The cosine law gives ${\rm Prob}(\sin^2\theta<q)=q$, so draw $q$ uniformly on $(0,1)$ and $\varphi$ uniformly on $(0,2\pi)$. The direction components along two tangents and the inward normal are

$$\left(\sqrt q\cos\varphi,\ \sqrt q\sin\varphi,\ \sqrt{1-q}\right).$$

For a convex polyhedron with outward face normals $\mathbf N_i$ and planes $\mathbf N_i\cdot\mathbf x=H_i$, the flight length is

$$\ell=\min_{\mathbf N_i\cdot\boldsymbol\Omega>0}\frac{H_i-\mathbf N_i\cdot\mathbf r}{\mathbf N_i\cdot\boldsymbol\Omega}.$$

In a hole simulation, start molecules at the mouth and divide the summed path by the summed arrivals, exits included. Without sticking this ratio must approach $4V/S$. The first flights alone must approach the average of $m(c)$ for a cylinder. A simulation with sticking should be checked in the non-sticking limit first, because its own mean flight need not equal $4V/S$. The sampled values and their standard errors are listed in the numerical output.

## Values computed for the example and the checks

```
Model bodies (arbitrary length unit):
slab 1x1x0.1: V=0.1000 S=2.4000 4V/S=0.1667 traced=0.1664+-0.0003 <l^2>/<l>^2=1.652
tetrahedron: V=0.1950 S=2.5108 4V/S=0.3107 traced=0.3110+-0.0005 <l^2>/<l>^2=1.530
random polytope: V=8.8192 S=26.2507 4V/S=1.3438 traced=1.3428+-0.0018 <l^2>/<l>^2=1.341
random polytope, one direction: integral=8.8780+-0.0361 V=8.8192
slab, uniform-solid-angle entry: mean=0.2175+-0.0004
sphere R=1: cosine entry=1.3333, uniform-solid-angle entry=1.0000
ellipsoid semi-axes 1,1.5,2.5: V=15.7080 S=33.6938 4V/S=1.864790 quadrature=1.864790 <l^2>/<l>^2=1.183
shell radii 1 and 0.5: from outer=1.016346 from inner=0.601283 area average=0.933333 4V/S=0.933333
Test hole, diameter 1, depth 5 (arbitrary length unit):
total path: 4V/A=20.000 tracked=19.776+-0.109
surface arrivals: S/A=22.000 tracked=21.753+-0.117
floor hits per entrant: tracked=0.981+-0.009
mean flight: 4V/S=0.9091 tracked=0.9091+-0.0004
total path with gas free path 1: tracked=19.799+-0.144
first flight from mouth: formula=0.7991 tracked=0.8015+-0.0018
first flight, deep-hole limit 16R/(3 pi)=0.8488
Worked example: trimethylaluminium in nitrogen, cylindrical hole
diameter=100 nm, depth=5000 nm, T=473 K, p=1.0 Torr
molar masses=72.09, 28.01 g/mol; rough diameters: collision=0.5 nm, molecule=0.6 nm
V=3.9270e+07 nm^3, mouth A=7854.0 nm^2, S=1.5865e+06 nm^2
mean flight 4V/S=99.01 nm
first flight from mouth=84.38 nm
mean total path 4V/A=20000 nm
mean wall and floor hits per visit=201.0
mean speed=372.7 m/s
mean flight time=0.2656 ns
mean visit time without dwell=53.66 ns
gas mean free path=33.0 um
expected gas collisions per flight=0.00300
expected gas collisions per visit=0.606
mean flight with sticking 0.01: 95.98+-0.11 nm
surface arrivals per entrant with sticking=20.4
mean flight of molecule centre, finite size=98.42 nm
mean flight after 10 nm film=79.37 nm
binding energy where dwell = flight time=0.321 eV (attempt time 1e-13 s)
```
